# One-photon exchange between bound electrons in Feynman and Coulomb gauge, part 1

(Sections cited here and not found follow in the second part.)

For helium-like tantalum ($Z=73$) in the state $1s\,2p_{3/2}$, $J=2$, the charge-charge part of the exchange integral is 1.317390 Ha in Feynman gauge and 1.156878 Ha in Coulomb gauge, and the current-current part is $-0.469273$ Ha and $-0.308761$ Ha. Each piece moves by 0.160512 Ha, in opposite directions, and both sums are 0.848117 Ha. If the 1s orbital is taken from one potential and the 2p orbital from another, the sums become 0.824228 and 0.819992 Ha. The agreement is therefore a property of the orbitals and of the photon frequency, and not an identity between operators.

## 1. Conventions

Hartree atomic units are used, with $c=1/\alpha=137.035999$ and a Gaussian electromagnetic field. The orbitals obey $h\psi_n=\varepsilon_n\psi_n$, $h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r)$, with $V$ real and local (Furry picture). The transition density and current are

$$\rho_{ca}=\psi_c^\dagger\psi_a,\qquad \mathbf J_{ca}=\psi_c^\dagger\boldsymbol\alpha\psi_a ,$$

the particle current being $c\mathbf J$. Fourier transforms are $f(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}f\,d^3r$, so that $\mathbf J_{ca}(\mathbf q)^*=\mathbf J_{ac}(-\mathbf q)$. In $\langle cd|I|ab\rangle$ electron 1 goes from $a$ to $c$ and electron 2 from $b$ to $d$. The unperturbed state is a determinant $|ab\rangle$ that no state of the same energy and symmetry mixes with. Only order $e^2$ is kept.

## 2. The level shift at order $e^2$

Let the coupling $W$ to the photons be switched by $e^{-\eta|t|}$. It changes the photon number by one, so $W_{00}=0$ and the first diagonal term of the Dyson series is, with $\Delta_n=E_n-E_0$,

$$S^{(2)}=-\sum_n|W_{n0}|^2\int dt_1dt_2\,\theta(t_1-t_2)\,e^{-\eta|t_1|-\eta|t_2|}e^{-i\Delta_n(t_1-t_2)} .$$

Insert $\theta(\tau)e^{-i\Delta\tau}=\frac{i}{2\pi}\int dw\,e^{-iw\tau}/(w-\Delta+i0)$, which follows by closing the contour below for $\tau>0$ and above for $\tau<0$. Each time integral then gives $2\eta/(w^2+\eta^2)$, and

$$i\eta S^{(2)}=\sum_n|W_{n0}|^2\int dw\,\frac{\eta}{2\pi}\Big[\frac{2\eta}{w^2+\eta^2}\Big]^2\frac{1}{w-\Delta_n+i0}.$$

Since $\int dw\,(w^2+\eta^2)^{-2}=\pi/(2\eta^3)$, the weight has unit area; its width is of order $\eta$, so it tends to $\delta(w)$:

$$\Delta E=\lim_{\eta\to0}i\eta S^{(2)}=\sum_n\frac{|W_{n0}|^2}{E_0-E_n+i0}.\tag{1}$$

For a discrete spectrum this is the Rayleigh-Schrödinger shift; the $+i0$ fixes the treatment of a photon continuum. An instantaneous interaction $U$ of order $e^2$ is switched by $e^{-2\eta|t|}$, gives $S=-i\langle U\rangle/\eta$, and so adds $\langle U\rangle$.

Take one photon mode of frequency $\Omega$ whose emission operator is $A^\dagger\sum_{ij}E_{ij}c_i^\dagger c_j$. From a determinant with occupied set $O$, emission either leaves the electrons in place, with amplitude $\sum_{i\in O}E_{ii}$ and denominator $-\Omega$, or moves one electron $i$ to an empty orbital $n$. Writing the sum over empty orbitals as all $n\ne i$ minus the occupied ones,

$$\Delta E=-\frac{|\sum_{i\in O}E_{ii}|^2}{\Omega}+\sum_{i\in O}\Big[\sum_{n\neq i}-\sum_{n\in O,\,n\ne i}\Big]\frac{|E_{ni}|^2}{\varepsilon_i-\varepsilon_n-\Omega+i0}.$$

Let $O$ hold $a$, $b$ and the filled negative-energy sea. Terms that refer to $a$ alone, or to $a$ and the sea, are present when $b$ is absent; they make up the self-energy and vacuum polarization of $a$ and are set aside, as are those of $b$. The terms that need both electrons are, with $\omega=\varepsilon_b-\varepsilon_a$,

$$\Delta E_{ab}=-\frac{E_{aa}^*E_{bb}+E_{bb}^*E_{aa}}{\Omega}-\frac{|E_{ba}|^2}{-\omega-\Omega+i0}-\frac{|E_{ab}|^2}{\omega-\Omega+i0}.\tag{2}$$

The last two terms remove the transitions $a\to b$ and $b\to a$, which the one-electron self-energies contain and the Pauli principle forbids. For a real symmetric coupling $E=gM$ they share a numerator, and (2) becomes $g^2[M_{aa}M_{bb}D(0)-M_{ab}^2D(\omega)]$ with

$$D(\omega)=\frac1{\omega-\Omega+i0}-\frac1{\omega+\Omega-i0}=\frac{2\Omega}{\omega^2-\Omega^2+i0}.$$

The direct term carries frequency zero and the exchange term the orbital energy difference. In a model with levels 0.3, 1.0, 1.9, mode 1.37, $M_{aa}=0.8$, $M_{bb}=-0.5$, $M_{ab}=0.6$ and couplings 0.3 and 0.7 of $a$ and $b$ to the third level (arbitrary units), the direct term is $(0.8)(-0.5)(-2/1.37)=0.58394$ and the exchange term $-0.36\times2.74/(0.49-1.8769)=0.71123$. The sum 1.29517 equals the two-electron shift minus the one-electron shifts, per $g^2$, from diagonalizing the Fock-space Hamiltonian; $D(0)$ in the exchange term gives 1.10949. Time integration with $\eta=0.04$, $g=0.02$ gives a full shift per $g^2$ of $-0.31206$ from $i\eta\ln S$, against $-0.31186$ from diagonalization, which tests (1).

## 3. Sum over modes

In Coulomb gauge an electron of charge $-1$ has $\mathbf p\to\mathbf p+\mathbf A/c$, so $W=\boldsymbol\alpha\cdot\mathbf A$, with $\mathbf A=\sum_{\mathbf q\lambda}g_q\mathbf e_\lambda(A_{\mathbf q\lambda}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.})$, real $\mathbf e_\lambda\perp\mathbf q$ and $\Omega=cq$. In a volume $\mathcal V$ the electric and magnetic energies of one photon are each $\frac{1}{8\pi}\mathcal Vq^2\,2g_q^2$; setting their sum equal to $cq$ gives $g_q^2=2\pi c/(q\mathcal V)$. The emission amplitude is $E_{ij}=g_q\mathbf e_\lambda\cdot\mathbf J_{ij}(\mathbf q)$, so

$$|E_{ab}|^2=g_q^2\,[\mathbf e\cdot\mathbf J_{ba}(-\mathbf q)][\mathbf e\cdot\mathbf J_{ab}(\mathbf q)],\qquad |E_{ba}|^2=g_q^2\,[\mathbf e\cdot\mathbf J_{ab}(-\mathbf q)][\mathbf e\cdot\mathbf J_{ba}(\mathbf q)] .$$

The polarization sum $\sum_\lambda e_ie_j=\delta_{ij}-\hat q_i\hat q_j$ is even in $\mathbf q$, so relabelling $\mathbf q\to-\mathbf q$ turns the second product into the first, and likewise equates the two direct terms. The denominators combine into $D$, and with $k=|\omega|/c$

$$\mathcal V g_q^2D(\omega)=\frac{2\pi c}{q}\,\frac{2cq}{c^2(k^2-q^2+i0)}=-\frac{4\pi}{q^2-k^2-i0}.$$

With $\sum_{\mathbf q}\to\mathcal V\int d^3q/(2\pi)^3$ and the instantaneous repulsion $1/r_{12}\leftrightarrow4\pi/q^2$ added,

$$\Delta E=\langle ab|I(0)|ab\rangle-\langle ba|I(\varepsilon_b-\varepsilon_a)|ab\rangle .\tag{3}$$

Abbreviate $\rho_1=\rho_{ca}(-\mathbf q)$, $\rho_2=\rho_{db}(\mathbf q)$, and the same for $\mathbf J$. Then

$$\langle cd|I_C|ab\rangle=\int\!\frac{d^3q}{(2\pi)^3}\,4\pi\Big[\frac{\rho_1\rho_2}{q^2}-\frac{\mathbf J_1\cdot\mathbf J_2-(\hat{\mathbf q}\cdot\mathbf J_1)(\hat{\mathbf q}\cdot\mathbf J_2)}{q^2-k^2-i0}\Big].\tag{4}$$

Feynman gauge is defined by the field Lagrangian $-\frac1{8\pi}\partial_\mu A_\nu\partial^\mu A^\nu$. All four potentials are then wave fields with the same $g_q$, the coupling is $\boldsymbol\alpha\cdot\mathbf A-\phi$, and there is no instantaneous term. The three spatial polarizations sum to $\delta_{ij}$. The scalar potential enters the Lagrangian with the opposite sign, so quanta of positive energy need $[A_0,A_0^\dagger]=-1$; the one-photon state has norm $-1$, the projector $|n\rangle\langle n|/\langle n|n\rangle$ in (1) changes sign, and

$$\langle cd|I_F|ab\rangle=\int\!\frac{d^3q}{(2\pi)^3}\,4\pi\,\frac{\rho_1\rho_2-\mathbf J_1\cdot\mathbf J_2}{q^2-k^2-i0}.\tag{5}$$

At $k=0$ the scalar term is the Coulomb repulsion with the right sign and size.

## 4. Position space

The angular integral of $e^{i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$, and the remaining integrand is even in $q$, so

$$\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{i\mathbf q\cdot\mathbf r}}{q^2-k^2-i0}=\frac{1}{i\pi r}\int_{-\infty}^{\infty}\!\frac{q\,e^{iqr}dq}{q^2-k^2-i0}=\frac{e^{ikr}}{r}\equiv G ,$$

from the pole at $q=k+i0$ with residue $e^{ikr}/2$. The partial fraction $1/[q^2(q^2-k^2)]=[1/(q^2-k^2)-1/q^2]/k^2$ then gives the transform of $4\pi/[q^2(q^2-k^2-i0)]$ as $K=(e^{ikr}-1)/(k^2r)$. Acting on $e^{i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}$, $\nabla_1\to i\mathbf q$ and $\nabla_2\to-i\mathbf q$, so $q_iq_j\to+\partial_{1i}\partial_{2j}$. With $r=r_{12}$,

$$I_F=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,G,\qquad I_C=\frac1{r}-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\,G+(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)K ,$$

the gradients acting on $K$ only. The sign of the last term can be checked: for $r>0$, $\nabla^2G=-k^2G$ and $\nabla^2(1/r)=0$ give $\nabla^2K=-G$, and with $\nabla_2=-\nabla_1$ the divergence of $-\delta_{ij}G-\partial_i\partial_jK$ is $-\partial_jG+\partial_jG=0$.

For $k\to0$, $K=i/k-r/2+O(k)$. The gradients remove the constant, and $\partial_{1i}\partial_{2j}(-r/2)=\frac12\partial_i\partial_jr=(\delta_{ij}-n_in_j)/(2r)$ with $\mathbf n=\mathbf r/r$. The vector part of $I_C(0)$ is the Breit operator $-[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)]/(2r)$, and that of $I_F(0)$ is the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$.

## 5. Current conservation and the gauge difference

Let $\psi_a$ belong to $V_a$ and $\psi_c$ to $V_c$. With $\mathbf p=-i\nabla$ the Dirac equation for $a$ and the adjoint of that for $c$ read

$$c\,\boldsymbol\alpha\cdot\nabla\psi_a=i(\varepsilon_a-\beta c^2-V_a)\psi_a,\qquad c\,(\nabla\psi_c^\dagger)\cdot\boldsymbol\alpha=-i\psi_c^\dagger(\varepsilon_c-\beta c^2-V_c),$$

where hermiticity of $\boldsymbol\alpha$, $\beta$ and reality of $V_c$ were used. Multiply the first by $\psi_c^\dagger$ from the left, the second by $\psi_a$ from the right, and add. The left side is a divergence by the product rule and the mass terms cancel:

$$c\,\nabla\cdot\mathbf J_{ca}=i\,[(\varepsilon_a-\varepsilon_c)-(V_a-V_c)]\,\rho_{ca}.\tag{6}$$

For a point nucleus the radial functions start as $r^{\gamma_\kappa}$, $\gamma_\kappa=\sqrt{\kappa^2-(Z/c)^2}>0$, so the flux $r^2\mathbf J\sim r^{\gamma_c+\gamma_a}$ through a small sphere vanishes; bound states also vanish at infinity. Integration by parts thus has no surface term, $\nabla\cdot\mathbf J\to i\mathbf q\cdot\mathbf J(\mathbf q)$, and for $V_a=V_c$

$$c\,\mathbf q\cdot\mathbf J_{ca}(\mathbf q)=(\varepsilon_a-\varepsilon_c)\,\rho_{ca}(\mathbf q).\tag{7}$$

In (5) minus (4) the $\mathbf J_1\cdot\mathbf J_2$ terms cancel, and $1/(q^2-k^2)-1/q^2=k^2/[q^2(q^2-k^2)]$, so

$$\langle cd|I_F-I_C|ab\rangle=\int\!\frac{d^3q}{(2\pi)^3}\,4\pi\,\frac{k^2\rho_1\rho_2-(\mathbf q\cdot\mathbf J_1)(\mathbf q\cdot\mathbf J_2)}{q^2(q^2-k^2-i0)} .$$

The first vertex is at $-\mathbf q$, so (7) gives $c\,\mathbf q\cdot\mathbf J_1=(\varepsilon_c-\varepsilon_a)\rho_1$; the second gives $c\,\mathbf q\cdot\mathbf J_2=(\varepsilon_b-\varepsilon_d)\rho_2$. With $\omega_1=\varepsilon_c-\varepsilon_a$ and $\omega_2=\varepsilon_b-\varepsilon_d$,

$$\langle cd|I_F-I_C|ab\rangle=\Big[k^2-\frac{\omega_1\omega_2}{c^2}\Big]\langle cd|K|ab\rangle=\Big[1-\frac{\omega_1\omega_2}{c^2k^2}\Big]\langle cd|G-1/r|ab\rangle .\tag{8}$$

On shell, $\varepsilon_c+\varepsilon_d=\varepsilon_a+\varepsilon_b$ makes $\omega_1=\omega_2$, and at $ck=|\omega_1|$ the bracket vanishes. The exchange term of (3) has $c=b$, $d=a$, $\omega_1=\omega_2=\varepsilon_b-\varepsilon_a$, which is this case. In the direct term $k=0$ makes the scalar kernels equal, and (7) makes both currents transverse. Hence (3) is the same in both gauges, real and imaginary part, for any $Z$ with $Z/c<1$ and any one local $V$: the retardation of the scalar photon, $\langle G-1/r\rangle$, is cancelled by the longitudinal photon. For a state built from several degenerate determinants every element is on shell, and (8) applies to each.

## 6. Imaginary part

With $1/(q^2-k^2-i0)=\mathrm{PV}\,1/(q^2-k^2)+i\pi\delta(q-k)/(2k)$, and $\mathbf J_1=\mathbf J_2^*=\mathbf J_{ab}(\mathbf q)^*$ in the exchange term, (3) and (4) give

$$\operatorname{Im}\Delta E=\frac{4\pi}{(2\pi)^3}\,\frac{\pi}{2k}\,k^2\sum_\lambda\!\int\!|\mathbf e_\lambda\cdot\mathbf J_{ab}(k\hat{\mathbf q})|^2d\Omega=\frac{k}{4\pi}\sum_\lambda\!\int\!|\mathbf e_\lambda\cdot\mathbf J_{ab}|^2d\Omega .$$

The golden rule for $b\to a$ (with $\varepsilon_b>\varepsilon_a$) is $\Gamma=2\pi\int\frac{d^3q}{(2\pi)^3}\frac{2\pi c}{q}\sum_\lambda|\mathbf e_\lambda\cdot\mathbf J_{ab}|^2\delta(cq-ck)=\frac{k}{2\pi}\sum_\lambda\int|\mathbf e_\lambda\cdot\mathbf J_{ab}|^2d\Omega$. Thus $\operatorname{Im}\Delta E=+\Gamma/2$, which cancels the $-\Gamma/2$ that the self-energy of $b$ assigns to decay into the occupied orbital $a$. The energy is $\operatorname{Re}\Delta E$.

For orbitals of one local potential, with the exchange term taken at the orbital energy difference, the one-photon exchange shift has been shown to be the same in Feynman and Coulomb gauge, in both its real and imaginary parts. What remains is to evaluate it for helium-like tantalum and to examine the cases in which the gauges disagree.

All numerical values are calculated from the stated model.
